A Finite Imaginary Energy on Device Sites Absorbs Current

Add −iη, with η > 0 an energy, to every site of a device between two contacts. What fraction A of an incident particle stream can this remove? A is a pure number. If the particle spends a time τ in the device, the dimensionless group formed from η, τ and ħ is ητ/ħ. A Hermitian Hamiltonian conserves the norm, so A = 0 at η = 0. The added term is anti-Hermitian and multiplies each amplitude by exp(−ηt/ħ), hence each probability by exp(−2ηt/ħ). For weak absorption the form must therefore be

A ≈ 2ητ/ħ.

The tempting view is that η merely broadens the levels, and is harmless if it is small on the scale of the spectrum. The estimate says otherwise: η removes particles. In a tunnel contact the loss must be small compared with the transmission, which may itself be tiny.

**Conventions and the amplitudes**

The device has a real symmetric Hamiltonian H. It is static, without interactions and without a magnetic field. Each lead mode is a uniform chain with hopping −t and on-site energy ε_L, joined to a device site by a real hopping −w. No η is placed in the leads. The retarded Green function is

G = [(E + iη)I − H − Σ_L − Σ_R]⁻¹, Γ = i(Σ − Σ†).

To connect G with reflection and transmission, let the left lead occupy n ≤ 0 and the device begin at n = 1. Send in a unit wave:

ψ_n = e^(ikn) + r e^(−ikn) for n ≤ 0, E − ε_L = −2t cos k.

The equation at the last lead site is

(E − ε_L)ψ_0 + tψ_(−1) + wψ_1 = 0.

The same two plane waves, continued to n = 1, would satisfy this equation with the last term replaced by t(e^(ik) + r e^(−ik)). Hence

t(e^(ik) + r e^(−ik)) = wψ_1,
r = e^(ik)[(w/t)ψ_1 − e^(ik)],
ψ_0 = 1 + r = 1 − e^(2ik) + (w/t)e^(ik)ψ_1.

The equation at device site 1 contains wψ_0. Its part proportional to ψ_1 is −Σ_Lψ_1, with

Σ_L = −(w²/t)e^(ik), Γ_L = 2(w²/t) sin k.

The rest, moved to the right-hand side, is a source:

−w(1 − e^(2ik)) = 2iw sin k e^(ik).

Therefore

ψ_n = 2iw sin k e^(ik) G_n1,
r = e^(2ik)(iΓ_L G_11 − 1), R = |1 − iΓ_L G_11|².

The incident flux is v/ħ with v = 2t sin k, and the squared source is 4w² sin²k = Γ_L v. At the right end, site N, the outgoing flux is Γ_R|ψ_N|²/ħ by the same continuation. Dividing by the incident flux gives

T = Γ_LΓ_R|G_N1|².

**The counter-example: one level**

Take one interface level at energy ε, coupled weakly enough that both Γ's are constant over the resonance, with real shifts absorbed in ε. Write x = E − ε and Γ = Γ_L + Γ_R. Then

G = 1/[x + i(Γ/2 + η)], |G|² = 1/[x² + (Γ/2 + η)²].

Expanding the reflection probability,

R = (1 − iΓ_L G)(1 + iΓ_L G*) = 1 − iΓ_L(G − G*) + Γ_L²|G|².

Since G − G* = (1/G* − 1/G)|G|² = −i(Γ + 2η)|G|²,

R = 1 − Γ_L(Γ_L + Γ_R + 2η)|G|² + Γ_L²|G|²
= 1 − Γ_LΓ_R|G|² − 2ηΓ_L|G|².

The second term is T. The third belongs to neither contact:

R + T + A_L = 1, A_L = 2ηΓ_L|G|².

Set Γ_L = Γ_R = η = 1 meV and x = 0. Then |G|² = 1/(1 + 1)² = 0.25 meV⁻², so T = 0.25, A_L = 2 × 0.25 = 0.50 and R = |1 − 1/2|² = 0.25. Half of the incident particles vanish. With η = 0 the peak has T = 1.

This is the worst case for these couplings. At resonance A_L = 2ηΓ_L/(Γ/2 + η)², which is largest at η = Γ/2, where it equals Γ_L/Γ. For η ≪ Γ it falls to 8ηΓ_L/Γ². For η ≫ Γ it falls to 2Γ_L/η, because a strongly damped level is hardly entered and R approaches 1. Small absorption is thus not by itself a sign of good transport: in this last limit T has fallen further, to Γ_LΓ_R/η².

**Why this is not broadening**

A genuine smearing of the energy averages probabilities. At each energy the coherent R and T sum to one, so their averages do too. The Lorentzian with half width η is

L(E′ − E) = (η/π)/[(E′ − E)² + η²].

For constant self-energies, G at η = 0 is analytic in the upper half of the complex energy plane and decays at large energy. Closing the contour there encloses the pole of L at E′ = E + iη, whose contribution is

2πi (η/π)/(2iη) G(E + iη) = G(E + iη).

So, for constant self-energies, the η on the device sites averages the amplitude, ⟨G⟩, before it is squared. When the self-energies depend on energy, the average would also shift their argument, and η on the device alone reproduces it only approximately. The difference from true smearing is a variance:

⟨|G_N1|²⟩ − |⟨G_N1⟩|² = ⟨|G_N1 − ⟨G_N1⟩|²⟩ ≥ 0.

For the single level both sides can be found. The coherent T is 2πΓ_LΓ_R/Γ times a normalized Lorentzian of half width Γ/2. Convolution of two Lorentzians adds their half widths, so

⟨T⟩ = (2Γ_LΓ_R/Γ)(Γ/2 + η)|G|² = Γ_LΓ_R(1 + 2η/Γ)|G|²,

where |G|² is taken with η included. The smeared peak is 0.25 × 2 = 0.50, twice the value with the absorber. Smearing keeps the area under T, which is 2πΓ_LΓ_R/Γ = 3.14 meV. The absorber gives

∫T dE = 2πΓ_LΓ_R/(Γ + 2η) = 1.57 meV.

It has widened the line and also halved its weight.

**A tunnel contact**

The second case is a one-mode model of a metal-semiconductor contact with t = w = 1 eV throughout. The Fermi energy is zero, the metal band starts at −1.5 eV and the semiconductor band at −0.05 eV. A parabolic barrier, 12 sites wide, falls from 0.5 eV at the metal towards the semiconductor band edge. Four sites of each flat region are counted as device, 20 sites in all.

At the Fermi energy the coherent transmission is T = 9.12 × 10⁻⁴, and the dwell time for incidence from the metal is τ_L = 3.36 fs. Choose η = 1 meV, a thousandth of the hopping. The norm lifetime is ħ/(2η) = 329 fs, so the opening estimate gives

A_L ≈ 3.36/329 = 1.02 × 10⁻².

The full result is 1.016 × 10⁻². About one per cent of the incident stream is lost, yet this is 11.8 times the transmitted part, T = 8.58 × 10⁻⁴. The metal terminal passes T + A_L = 1.10 × 10⁻² and the semiconductor terminal 8.58 × 10⁻⁴, both relative to the incident flux. Transmission itself has fallen by only 6 per cent of its coherent value, so an inspection of T alone would miss most of the fault.

The bond currents show where the particles disappear. Relative to the incident flux, 1.10 × 10⁻² enters the device, 2.39 × 10⁻³ enters the barrier and 8.74 × 10⁻⁴ leaves it. The four metal sites therefore absorb 8.6 × 10⁻³, some 85 per cent of the loss, and the barrier absorbs 1.5 × 10⁻³.

For incidence from the semiconductor the absorbed fraction is larger, 0.106. One reason follows from the velocities. At 0.05 eV above the band edge, cos q = 0.975 and 2t sin q = 0.44 eV, against 1.94 eV in the metal. At equal flux a slower wave has a higher density, and the loss is proportional to density.

**The correct statement and its proof**

For a coherent device with H real symmetric, leads without absorption, and η on every device site, the loss for incidence from the left is

A_L = 2η Tr[Γ_L G†G].

With one left mode, R + T + A_L = 1; with several, the sums over incident modes give the number of open left modes instead of 1. For η > 0 the loss is positive whenever the incident wave enters the device.

First subtract the inverses of G and G†. Here Γ = Γ_L + Γ_R is a matrix and Σ − Σ† = −iΓ:

G⁻¹ − (G†)⁻¹ = 2iη − (Σ − Σ†) = i(Γ + 2η).

Multiply by G† on the left and by G on the right. The left-hand side becomes G† − G, so

i(G − G†) = G†(Γ + 2η)G.

Next collect the open modes c in a matrix W whose columns are √Γ_c times the unit vector of the device site to which mode c is attached. Then WW† = Γ. The amplitudes found above, scaled by the square roots of the fluxes, form the matrix −PSP, where P is diagonal with entries e^(ik_c) and

S = 1 − iW†GW.

The phases in P cannot change a probability. Now

S†S = (1 + iW†G†W)(1 − iW†GW)
= 1 − iW†(G − G†)W + W†G†ΓGW
= 1 − W†G†(Γ + 2η)GW + W†G†ΓGW
= 1 − 2ηW†G†GW.

A diagonal element of S†S is the total probability of leaving through any mode. Summing over the left modes, and using W_LW_L† = Γ_L with a cyclic permutation of the trace, gives the stated A_L. At η = 0, S is unitary.

The loss can also be followed site by site. In the chain, with the −iη term included,

d|ψ_n|²/dt = (2/ħ)Im[ψ_n*(Hψ)_n] − (2η/ħ)|ψ_n|².

The real on-site energy drops out of the imaginary part. With the bond current J(n→n+1) = (2t/ħ)Im(ψ_n*ψ_(n+1)), the two hopping terms become J(n−1→n) − J(n→n+1). In a steady state,

J(n−1→n) − J(n→n+1) = 2η|ψ_n|²/ħ.

Summing over the device and dividing by the incident flux v/ħ gives

A_L = 2η Σ_n|ψ_n|²/v.

As η → 0 the scattering state tends to its coherent form. The coherent dwell time is τ_L = ħΣ_n|ψ_n|²/v, so A_L → 2ητ_L/ħ, which supplies the factor in the opening estimate.

The balance was also tested by solving the amplitude equations directly, without G, for this contact at −0.02, 0, 0.3 and 0.8 eV with η = 0, 1 and 50 meV. The missing flux 1 − R − T agreed with A_L in each case.

**Why the fault can stay hidden**

Since H and the self-energies are symmetric matrices, so is G, with or without η. Hence |G_N1|² = |G_1N|² and the transmissions in the two directions agree. That agreement tests reciprocity, not conservation.

The usual expression with T(f_L − f_R) also conceals the loss, because it assigns one current to both terminals. Count particles at the left terminal instead. Electrons arriving from the left enter with probability 1 − R = T + A_L, and electrons from the right leave there with probability T. With spin, the particle current into the device, multiplied by e, is

I_L = (2e/h)∫[(T + A_L)f_L − T f_R]dE
= (2e/h)∫[T(f_L − f_R) + A_L f_L]dE.

At the right terminal L and R are exchanged. Adding the two,

I_L + I_R = (2e/h)∫(A_L f_L + A_R f_R)dE,

which should be zero in a steady state. With equal occupations the transmission terms cancel, but both contacts still feed the device. This is impossible in equilibrium.

For the contact at 300 K and zero bias, with η = 1 meV, the false currents into the device are 1.75 µA from the metal and 0.39 µA from the semiconductor. The coherent current at 10 mV, with η = 0 and the barrier profile held fixed, is 1.33 × 10⁻³ µA, or 1.33 nA. The false metal-side current is about 1300 times larger. The bias current draws mainly on states within about 0.2 eV of the Fermi energy, weighted by the small T and by the small difference f_L − f_R, while the loss term A_L f_L counts every occupied incoming state, including those below the semiconductor band edge, which cannot be transmitted.

**The result depends on where the lead is cut**

In a coherent calculation, lead sites may be moved into the device without changing T. With η this freedom is lost. In a uniform metal the damped wave satisfies E + iη − ε_L = −2t cos k′. To first order k′ = k + iη/(2t sin k), so one passage through M sites multiplies the probability by

exp[−2ηM/(2t sin k)].

For M = 400, η = 1 meV and 2t sin k = 1.9365 eV the exponent is −0.413 and the factor 0.6616. The computed ratio of transmissions is 0.6613. The two agree to within 0.1 per cent.

The reflected wave crosses the added metal twice. Its probability is about 0.6616² × 0.989 = 0.433, where 0.989 is R of the shorter device. This leaves an absorption near 0.57, and the computed value is 0.567. More than half the stream has been lost in a perfect metal.

**How small η must be, and what to use instead**

Consider one energy, with the incoming states filled on the left and empty on the right. To keep the mismatch of the terminal currents below one per cent of the transmitted current, A_L < 0.01T is then needed. At small η this means

η < 0.01 ħT/(2τ_L).

For the contact at the Fermi energy the bound is 8.9 × 10⁻⁷ eV. At η = 10⁻⁵ eV the ratio A_L/T is still 0.11; at 10⁻⁷ eV it is 0.0011. The bound applies to incidence from the metal at this one energy. Incidence from the other side and narrow resonances need their own check. So does a small bias, where both contacts are occupied: scaled in proportion to η from their values at 1 meV, the two false zero-bias currents at this bound still add up to about 1.9 × 10⁻³ µA, more than the coherent current at 10 mV.

The infinitesimal limit η → 0⁺ remains legitimate for scattering states. For them one can set η = 0 on the device outright, provided the lead self-energies are the correct retarded ones. A bound state with no coupling to the leads is different: its spectral weight 2η/(x² + η²) tends to 2πδ(x) instead of vanishing. It carries no terminal current, but its occupation is not fixed by the leads and must be specified separately.

If scattering is intended, what leaves must return. Treat 2η on each site as the coupling to a probe, and choose the probe's occupation so that its net current is zero at each energy. For the single level with f_L = 1 and f_R = 0, the condition is

2ηΓ_L|G|²(1 − f) = 2ηΓ_R|G|²f, so f = Γ_L/Γ.

The current reaching the right lead is then

Γ_LΓ_R|G|² + 2ηΓ_R|G|²f = Γ_LΓ_R(1 + 2η/Γ)|G|².

This equals the smeared coherent transmission found earlier, 0.50 at the peak. The equality has been shown here for one level with constant Γ, not for a general device. In the contact, probes with η = 1 meV give the same current at both terminals, corresponding to a transmission of 9.92 × 10⁻⁴. That is 9 per cent above the coherent value: conservation is restored, but the transport is no longer purely coherent.

**Relation to real contacts**

A barrier of about half an electronvolt is of the right order for silicides on n-type silicon. If the site spacing is taken as 0.25 nm, the barrier is 3 nm wide, which in silicon requires doping near 10²⁰ cm⁻³, as in heavily doped contacts. The hopping then implies a mass ħ²/(2ta²) of about 0.6 free-electron masses, which is heavy for tunnelling along a light direction of silicon, where the mass is about 0.2. Since the tunnelling exponent scales as the square root of the mass, and ln T is about −7 here, the lighter mass would give an exponent near −4, which by itself makes T some twenty times larger. With the dwell time held fixed, A_L/T at 1 meV would then drop from 12 to about 0.6. The prefactor of T and the dwell time also depend on the mass and can lower the ratio further, to a few tenths. That is still far above the one per cent asked for earlier. The model also leaves out image-force lowering. The peak field of this barrier is 2 × 0.55 V/3 nm ≈ 3.7 MV/cm, where the lowering in silicon is about 0.2 eV; it raises T and lowers A_L/T somewhat further, though not to the one per cent level. Real contacts also have many transverse modes, random dopants and phonons. These change T and can spoil phase coherence, but none of them removes electrons as an uncompensated −iη does. The numerical output below gives the values for the model.

Calculated quantities

```
SINGLE LEVEL, Gamma_L = 1.0, Gamma_R = 1.0, eta = 1.0 meV
peak T without eta: 1.0000
peak T with eta: 0.2500
peak R with eta: 0.2500
peak absorption with eta: 0.5000
peak of smeared coherent T: 0.5000
peak of probe transmission: 0.5000
area under T without eta: 3.1416 meV
area under T with eta: 1.5708 meV
CONTACT MODEL, hopping t = 1.0 eV
metal band bottom: -1.50 eV
semiconductor band edge: -0.05 eV
barrier top: 0.50 eV, barrier sites: 12
device sites in all: 20
AT THE FERMI ENERGY, E = 0.0 eV
metal 2t sin k: 1.9365 eV
coherent T, eta = 0: 9.1205e-04
dwell time from metal side: 3.360 fs
eta = 1e-03 eV: T = 8.5844e-04, A_L = 1.0157e-02, A_L/T = 11.83
eta = 1e-05 eV: T = 9.1149e-04, A_L = 1.0210e-04, A_L/T = 0.112
eta = 1e-07 eV: T = 9.1204e-04, A_L = 1.0210e-06, A_L/T = 0.00112
eta giving A_L/T = 0.01: 8.933e-07 eV
BELOW: eta = 1.0 meV
norm lifetime hbar/(2 eta): 0.3291 ps
R from metal side: 0.988985
absorption from semiconductor side A_R: 1.0612e-01
bond current entering device / incident: 1.1015e-02
bond current entering barrier / incident: 2.3914e-03
bond current leaving barrier / incident: 8.7392e-04
bond current leaving device / incident: 8.5844e-04
probe transmission, conserved: 9.9197e-04
extra metal sites in device: 400
T with extra sites: 5.6770e-04
A_L with extra sites: 0.5671
T ratio computed: 0.6613, exponential law: 0.6616
INTEGRATED CURRENTS, temperature 300 K
false zero-bias current into device, metal side: 1.7546e+00 microampere
false zero-bias current, semiconductor side: 3.9346e-01 microampere
true coherent current at 10 mV, eta = 0: 1.3286e-03 microampere
false metal-side current / true current: 1321
```
